# Do only bound subbands carry the charge of an accumulation layer?: test program

```python
"""
Result under test: the excess sheet density of an electron gas at a hard wall is
    N = sum_i F(E_i) + (1/pi) * integral F(E_k) (d delta/dk) dk ,
bound subbands plus a continuum term set by the phase shift delta(k).
The bound sum jumps by F(0) when a subband binds; N stays smooth.
F(E): electrons per area in one subband with edge E (spin included).
The reference is the flat-band gas at the same wall; bulk band edge = 0.
Internal units: meV and nm. Printed sheet densities: 1e16 m^-2.
Model 1: U = -V0 exp(-z/a). Model 2: self-consistent Hartree potential.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jn_zeros, jv

mass_ratio, mu, temperature, eps_r, a = 0.2, 20.0, 100.0, 10.0, 5.0
C = sc.hbar**2 / (2 * mass_ratio * sc.m_e) / sc.e * 1e21   # hbar^2/2m
kT = sc.k * temperature / sc.e * 1e3
g = 1 / (2 * np.pi * C)                                 # m/(pi hbar^2)
coul = sc.e / (sc.epsilon_0 * eps_r) * 1e12             # e^2/eps, meV nm


def F(E):
    return g * kT * np.logaddexp(0, (mu - E) / kT)


F0 = float(F(0.0))
k = 1.5 * np.linspace(0, 1, 4001)[1:]**2


def jost(q, V0, z=0.0):
    """Solution tending to exp(iqz) in the exponential potential."""
    beta = V0 / C * a**2 * np.exp(-z / a)
    term = np.ones(np.broadcast(q, z).shape, complex)
    total = term.copy()
    for m in range(1, 36):
        term = term * (-beta) / (m * (m - 2j * q * a))
        total = total + term
    return np.exp(1j * q * z) * total


def bound_kappas(V0):
    s = 2 * a * np.sqrt(V0 / C)
    grid = np.linspace(0, np.sqrt(V0 / C), 801)
    val = jv(2 * grid * a, s)
    roots = [brentq(lambda q: jv(2 * q * a, s), grid[i], grid[i + 1])
             for i in range(800) if val[i] * val[i + 1] < 0]
    return sorted(roots, reverse=True)


def continuum_charge(delta, n_bound):
    w = F(C * k**2)
    inner = np.sum(0.5 * (w[1:] + w[:-1]) * np.diff(delta))
    return (inner + F0 * (delta[0] - n_bound * np.pi)) / np.pi


def exponential_charges(V0):
    kap = bound_kappas(V0)
    delta = np.unwrap(-np.angle(jost(k, V0))[::-1])[::-1]
    bound = sum(float(F(-C * q**2)) for q in kap)
    return kap, delta, bound, continuum_charge(delta, len(kap))


# Box diagonalization: all states together, exact sine matrix elements
L, nb = 150.0, 250
j = np.arange(1, nb + 1)
E_free = C * (j * np.pi / L)**2


def cosine_integral(n):
    return (1 / a) * (1 - (-1.0)**n * np.exp(-L / a)) / (
        1 / a**2 + (n * np.pi / L)**2)


W = (cosine_integral(np.abs(j[:, None] - j)) -
     cosine_integral(j[:, None] + j)) / L


def box_states(V0):
    return eigh(np.diag(E_free) - V0 * W)


Vc = C * (jn_zeros(0, 2)[1] / (2 * a))**2
cases = [Vc - 1, Vc + 1, 80.0]
results = []
for V0 in cases:
    kap, delta, bound, cont = exponential_charges(V0)
    E_box, vec = box_states(V0)
    N_box = np.sum(F(E_box) - F(E_free))
    assert round(delta[0] / np.pi) == len(kap)          # Levinson
    assert abs(bound + cont - N_box) < 1e-4 * F0
    results.append((V0, kap, delta, bound, cont, N_box, E_box, vec))
assert len(results[0][1]) == 1 and len(results[1][1]) == 2
assert results[2][4] < 0

# Total charge above binding predicted from values below binding only
offsets = np.array([-10.0, -8.0, -6.0, -4.0, -2.0])
below = [sum(exponential_charges(Vc + d)[2:]) for d in offsets]
predicted = np.polyval(np.polyfit(offsets, below, 4), 2.0)
actual = sum(exponential_charges(Vc + 2.0)[2:])
assert abs(predicted - actual) < 1e-3 * F0

# Threshold non-analyticity: bound and phase parts combine to gamma^2/2
for gam in (-0.05, 0.05):
    phase_part = 2 / np.pi * quad(lambda q: q * np.arctan(gam / q),
                                  0, 1, points=[0.05], limit=200)[0]
    combined = phase_part + (gam**2 if gam > 0 else 0)
    assert abs(combined - 2 * gam / np.pi - gam**2 / 2) < abs(gam)**3

# Local density inside a window next to the wall
window = 20.0
zw = np.linspace(0, window, 41)


def bound_density(q, V0, z):
    zz = np.linspace(0, 15 / q, 40001)
    norm = simpson(jost(1j * q, V0, zz).real**2, x=zz)
    return jost(1j * q, V0, z).real**2 / norm


def scattering_density(q, V0, z):
    f0 = jost(q, V0)
    return np.imag(np.conj(f0) / np.abs(f0) * jost(q, V0, z))**2


xq = np.linspace(0, 1, 1502)[1:]
kq = (1.5 * xq**2)[:, None]
sines = np.sqrt(2 / L) * np.sin(np.outer(zw, j) * np.pi / L)
local = []
for V0, kap, delta, bound, cont, N_box, E_box, vec in results:
    parts = [float(F(-C * q**2)) * bound_density(q, V0, zw) for q in kap]
    diff = scattering_density(kq, V0, zw[None, :]) - np.sin(kq * zw)**2
    n_cont = simpson(2 / np.pi * F(C * kq**2) * diff * 3.0 * xq[:, None],
                     x=xq, axis=0)
    n_box = (sines @ vec)**2 @ F(E_box) - sines**2 @ F(E_free)
    error = np.max(np.abs(sum(parts) + n_cont - n_box))
    assert error < 2e-3 * np.max(np.abs(n_box))
    local.append(([simpson(p, x=zw) for p in parts],
                  simpson(n_cont, x=zw)))

# Local completeness; the cutoff at 60 nm^-1 leaves an error near 1e-3 nm^-1
z_test = 4.0
k_long = np.linspace(1e-6, 60, 24001)
missing = simpson(2 / np.pi * (scattering_density(k_long, 80.0, z_test)
                               - np.sin(k_long * z_test)**2), x=k_long)
phi2 = sum(float(bound_density(q, 80.0, z_test)) for q in results[2][1])
assert abs(missing + phi2) < 2e-3

# Flat-band wall deficit: two walls in the box, F(0)/4 at each
n_bulk = quad(lambda q: F(C * q**2) / np.pi, 0, 2, epsabs=1e-12)[0]
wall_deficit = (L * n_bulk - np.sum(F(E_free))) / 2
assert abs(wall_deficit - F0 / 4) < 1e-5 * F0

# Self-consistent Hartree problem, total density in Poisson's equation
Ls, M, ns = 80.0, 320, 80
h = Ls / M
z = np.linspace(0, Ls, M + 1)
js = np.arange(1, ns + 1)
S = np.sqrt(2 / Ls) * np.sin(np.outer(z, js) * np.pi / Ls)
Es = C * (js * np.pi / Ls)**2
n_flat = S**2 @ F(Es)
Q2 = 0.35          # preconditioner only; absent from the converged equation
A = (np.diag(np.full(M, 2 / h**2 + Q2)) - np.diag(np.ones(M - 1) / h**2, 1)
     - np.diag(np.ones(M - 1) / h**2, -1))
A[0, :2] = [1 / h, -1 / h]
A_inv = np.linalg.inv(A)


def hartree(N_gate):
    U = -coul * N_gate * 3.0 * np.exp(-z / 3.0)
    U[-1] = 0
    for _ in range(500):
        E, v = eigh(np.diag(Es) + h * S.T @ (U[:, None] * S))
        dn = (S @ v)**2 @ F(E) - n_flat
        r = np.empty(M)
        r[0] = (U[1] - U[0]) / h - coul * N_gate
        r[1:] = (U[:-2] - 2 * U[1:-1] + U[2:]) / h**2 + coul * dn[1:-1]
        step = A_inv @ r
        U[:-1] += step
        if np.max(np.abs(step)) < 1e-8:
            return U, E
    raise RuntimeError("Hartree iteration did not converge")


def numerov_phase(U):
    G = U[:, None] / C - k**2
    damp = 1 - h**2 * G / 12
    w_old, psi_old = np.zeros_like(k), np.zeros_like(k)
    psi = np.full_like(k, h)
    w = damp[1] * psi
    for i in range(1, M):
        w_new = 2 * w - w_old + h**2 * G[i] * psi
        w_old, w, psi_old = w, w_new, psi
        psi = w / damp[i + 1]
    t1, t2 = k * z[-2], k * z[-1]
    cos_part = psi * np.cos(t1) - psi_old * np.cos(t2)
    sin_part = psi_old * np.sin(t2) - psi * np.sin(t1)
    return np.unwrap(np.arctan2(sin_part, cos_part)[::-1])[::-1]


def gate_analysis(N_gate):
    U, E = hartree(N_gate)
    delta = numerov_phase(U)
    n = int(round(delta[0] / np.pi))
    bound = sum(float(F(min(e, 0.0))) for e in E[:n])
    return n, U[0], bound, continuum_charge(delta, n), E[0]


lo, hi = 0.0002, 0.012
assert gate_analysis(lo)[0] == 0 and gate_analysis(hi)[0] == 1
for _ in range(14):
    mid = 0.5 * (lo + hi)
    if gate_analysis(mid)[0] == 0:
        lo = mid
    else:
        hi = mid
N_crit = 0.5 * (lo + hi)
gates = [0.96 * N_crit, 1.04 * N_crit, 0.012]
scf = [gate_analysis(N) for N in gates]
assert scf[0][0] == 0 and scf[1][0] == 1
for N, res in zip(gates, scf):
    # box energies of barely bound states limit the agreement
    assert abs(res[2] + res[3] - N) < 0.01 * F0
ratios = np.array([0.84, 0.88, 0.92, 0.96])
U_below = [gate_analysis(r * N_crit)[1] for r in ratios]
U_pred = np.polyval(np.polyfit(ratios - 1, U_below, 3), 0.04)
assert abs(U_pred - scf[1][1]) < 0.01

u = 100.0          # nm^-2 to 1e16 m^-2
print(f"mass {mass_ratio} m_e, mu {mu} meV, T {temperature} K, eps_r {eps_r}")
print(f"hbar^2/2m = {C:.3f} meV nm^2, kT = {kT:.4f} meV")
print(f"bulk electron density = {n_bulk * 1e3:.4f} e24 m^-3")
print(f"F(0) = {F0 * u:.4f} e16 m^-2")
print(f"flat-band deficit per wall = {wall_deficit * u:.4f} e16 m^-2")
print(f"MODEL 1: a = {a} nm; second subband binds at V0 = {Vc:.3f} meV")
print("sheet densities below in 1e16 m^-2")
for res, loc in zip(results, local):
    V0, kap, delta, bound, cont, N_box = res[:6]
    print(f"V0 = {V0:.3f} meV: bound subbands {len(kap)}")
    print("  energies (meV):", ", ".join(f"{-C*q*q:.5f}" for q in kap))
    print("  1/kappa (nm):", ", ".join(f"{1/q:.2f}" for q in kap))
    print(f"  delta(0)/pi = {delta[0]/np.pi:.4f}")
    print(f"  bound {bound*u:.4f}, continuum {cont*u:.4f}, "
          f"sum {(bound+cont)*u:.4f}, box {N_box*u:.4f}")
    print(f"  first {window:.0f} nm: bound each",
          ", ".join(f"{p*u:.4f}" for p in loc[0]),
          f"; continuum {loc[1]*u:.4f}; sum {(sum(loc[0])+loc[1])*u:.4f}")
print(f"N 2 meV above binding: extrapolated {predicted*u:.5f}, "
      f"actual {actual*u:.5f}")
print(f"completeness at z = {z_test} nm, V0 = 80 meV (nm^-1): "
      f"bound {phi2:.4f}, continuum {missing:.4f}")
print("MODEL 2: self-consistent Hartree layer")
print(f"first subband binds at gate density {N_crit*u:.4f} e16 m^-2")
for N, (n, U0, bound, cont, E1) in zip(gates, scf):
    print(f"gate {N*u:.4f}: bound subbands {n}, U(0) = {U0:.3f} meV")
    print(f"  bound {bound*u:.4f}, continuum {cont*u:.4f}, "
          f"sum {(bound+cont)*u:.4f}")
print(f"lowest level at largest gate density = {scf[2][4]:.3f} meV")
print(f"U(0) at 1.04 critical gate: extrapolated {U_pred:.4f} meV, "
      f"actual {scf[1][1]:.4f} meV")
print("checks complete")
```

Running it gives:

```
mass 0.2 m_e, mu 20.0 meV, T 100.0 K, eps_r 10.0
hbar^2/2m = 190.499 meV nm^2, kT = 8.6173 meV
bulk electron density = 1.4319 e24 m^-3
F(0) = 1.7384 e16 m^-2
flat-band deficit per wall = 0.4346 e16 m^-2
MODEL 1: a = 5.0 nm; second subband binds at V0 = 58.047 meV
sheet densities below in 1e16 m^-2
V0 = 57.047 meV: bound subbands 1
  energies (meV): -9.78951
  1/kappa (nm): 4.41
  delta(0)/pi = 1.0000
  bound 2.5111, continuum -0.5032, sum 2.0079, box 2.0079
  first 20 nm: bound each 2.5058 ; continuum -0.5416; sum 1.9642
V0 = 59.047 meV: bound subbands 2
  energies (meV): -10.45615, -0.00175
  1/kappa (nm): 4.27, 329.93
  delta(0)/pi = 2.0000
  bound 4.3037, continuum -2.2046, sum 2.0991, box 2.0991
  first 20 nm: bound each 2.5609, 0.0513 ; continuum -0.5583; sum 2.0539
V0 = 80.000 meV: bound subbands 2
  energies (meV): -18.09451, -0.76290
  1/kappa (nm): 3.24, 15.80
  delta(0)/pi = 2.0000
  bound 4.9879, continuum -1.8572, sum 3.1306, box 3.1306
  first 20 nm: bound each 3.1907, 1.0317 ; continuum -1.1531; sum 3.0692
N 2 meV above binding: extrapolated 2.14523, actual 2.14523
completeness at z = 4.0 nm, V0 = 80 meV (nm^-1): bound 0.1798, continuum -0.1787
MODEL 2: self-consistent Hartree layer
first subband binds at gate density 0.4633 e16 m^-2
gate 0.4448: bound subbands 0, U(0) = -36.576 meV
  bound 0.0000, continuum 0.4448, sum 0.4448
gate 0.4819: bound subbands 1, U(0) = -39.331 meV
  bound 1.7384, continuum -1.2569, sum 0.4815
gate 1.2000: bound subbands 1, U(0) = -87.063 meV
  bound 2.0492, continuum -0.8492, sum 1.2000
lowest level at largest gate density = -4.013 meV
U(0) at 1.04 critical gate: extrapolated -39.3313 meV, actual -39.3312 meV
checks complete
```
